# Tunnelling masses and contact resistivity on (100) and (111) silicon

## Problem

A silicide contacts heavily doped n-type silicon through a flat interface with unit normal $\mathbf n$. The conduction band has six ellipsoidal valleys, two on each cube axis, with mass $m_l=0.916$ along the axis and $m_t=0.19$ across it, in units of the free-electron mass $m_0$. The barrier is $\phi_B=0.60$ eV, measured from the metal Fermi level to the band edge at the interface. The donor density is $N=10^{20}\ \mathrm{cm^{-3}}$ and the relative permittivity is 11.7. Barrier and doping are the same for both orientations.

(a) Which mass governs tunnelling into each valley on (100) and on (111)?

(b) How do the tunnelling exponents compare at the Fermi level?

(c) Does the ratio of the tunnelling factors give the ratio of the specific contact resistivities?

Assume parabolic valleys, a barrier that varies only along $\mathbf n$, conserved in-plane wavevector, fully ionised uniform donors, no image force and zero temperature. The metal is assumed to have states at every in-plane wavevector needed.

## A tempting solution

A valley with unit axis $\mathbf a$ has the mass tensor

$$M=m_t I+(m_l-m_t)\,\mathbf a\mathbf a^{T}.$$

The mass for motion along $\mathbf n$ seems to be its component along $\mathbf n$:

$$\mathbf n\cdot M\mathbf n=m_t+(m_l-m_t)c^2,\qquad c=\mathbf n\cdot\mathbf a .$$

On (100), $c^2=1$ for two valleys and 0 for four, which gives 0.916 and 0.19. On (111), $c^2=1/3$ for all six, which gives

$$\frac{0.916+2(0.19)}{3}=0.432 .$$

Since the exponent grows as the square root of the mass, the (111) exponent would be $\sqrt{0.432/0.19}=1.51$ times that of the light (100) valleys.

## Where it fails

The (100) values are right, but they cannot test the method: there $\mathbf n$ is a principal axis of every ellipsoid, and projecting $M$ or $M^{-1}$ gives the same mass.

On (111) the two differ. The velocity is $\mathbf v=\hbar M^{-1}\mathbf k$, so the kinetic energy is $\tfrac12\mathbf v\cdot M\mathbf v$. The number $\mathbf n\cdot M\mathbf n$ is therefore the mass of an electron whose *velocity* points along $\mathbf n$. Such an electron has $\hbar\mathbf k=M\mathbf v$, which in a tilted ellipsoid has an in-plane part proportional to its speed. A barrier that varies only along $\mathbf n$ exerts no in-plane force, so the in-plane wavevector cannot follow the changing normal motion. The correct calculation holds that wavevector fixed.

## The tunnelling mass

Measure wavevectors from the valley centre and write $\mathbf k=\mathbf p+s\,\mathbf n$, with $\mathbf p$ in the plane. Let $E$ be the total energy and $V$ the local band edge, both measured from the bulk band edge. Then

$$\frac{\hbar^2}{2}(\mathbf p+s\mathbf n)\cdot M^{-1}(\mathbf p+s\mathbf n)=E-V .$$

Define $A=\mathbf n\cdot M^{-1}\mathbf n$, $B=\mathbf n\cdot M^{-1}\mathbf p$ and $C=\mathbf p\cdot M^{-1}\mathbf p$. Expanding and completing the square gives

$$A\left(s+\frac BA\right)^2=\frac{2(E-V)}{\hbar^2}-\left(C-\frac{B^2}{A}\right).$$

The last bracket is an energy tied up in the in-plane motion:

$$E_\parallel=\frac{\hbar^2}{2}\left(C-\frac{B^2}{A}\right),\qquad E_n=E-E_\parallel .$$

Where $V>E_n$, the solutions are

$$s=-\frac BA\pm i\kappa,\qquad \kappa=\frac{\sqrt{2m_v(V-E_n)}}{\hbar},\qquad m_v=\frac1A .$$

The real part $-B/A$ changes the phase of the wave and not its decay. The tunnelling mass is thus the reciprocal of the projected *inverse* mass. Since $M$ multiplies $\mathbf a$ by $m_l$ and any perpendicular vector by $m_t$,

$$M^{-1}=\frac{I-\mathbf a\mathbf a^T}{m_t}+\frac{\mathbf a\mathbf a^T}{m_l},\qquad
\frac1{m_v}=\frac{1-c^2}{m_t}+\frac{c^2}{m_l}.$$

On (100) four valleys have $m_v=0.19$ and two have 0.916. On (111) all six have

$$\frac1{m_v}=\frac13\left(\frac1{0.916}+\frac2{0.19}\right)=3.873,\qquad m_v=0.258 .$$

The tempting value 0.432 is 67% above this.

The three cube axes satisfy $\sum c^2=1$, so the smallest of the three $c^2$ is at most $1/3$, and it equals $1/3$ only if all three do. Because $m_l>m_t$, the valley with the smallest $c^2$ is the lightest. Hence (111) is the orientation whose lightest valley is heaviest.

## The exponents

In the WKB approximation the transmission is $e^{-S}$, with

$$S=2\int\kappa\,dx=\sqrt{m_v}\;\frac{2}{\hbar}\int\sqrt{2(V-E_n)}\,dx .$$

The remaining integral does not contain the mass. At equal normal energy in the same barrier, whatever its shape,

$$\frac{S_{111}}{S_{100,\rm light}}=\sqrt{\frac{0.258}{0.19}}=1.17,\qquad
\frac{S_{111}}{S_{100,\rm heavy}}=\sqrt{\frac{0.258}{0.916}}=0.53 .$$

The size of $S$ needs the barrier. Let $\zeta$ be the Fermi energy above the bulk band edge. Filling six valleys with two spins each gives

$$N=\frac{6(2m_{\rm dos}\zeta)^{3/2}}{3\pi^2\hbar^3},\qquad m_{\rm dos}=(m_lm_t^2)^{1/3},$$

so $\zeta=74$ meV. The total band bending is $V_b=\phi_B+\zeta=0.674$ eV. For uniform donors Poisson's equation gives $V''=q^2N/\varepsilon$, where $q$ is the elementary charge and $\varepsilon$ the permittivity of silicon. Hence

$$V=V_b\left(1-\frac xW\right)^2,\qquad W=\sqrt{\frac{2\varepsilon V_b}{q^2N}}=2.95\ \mathrm{nm}.$$

From here on, $E$ denotes the normal energy. Substitute $y=\sqrt{V_b}\,(1-x/W)$. The turning point is $y=\sqrt E$, the interface is $y=\sqrt{V_b}$, and $|dx|=W\,dy/\sqrt{V_b}$:

$$S=\frac{2\sqrt{2m_v}\,W}{\hbar\sqrt{V_b}}\int_{\sqrt E}^{\sqrt{V_b}}\sqrt{y^2-E}\;dy .$$

Inserting $W$ turns the prefactor into $2/E_{00}$, with

$$E_{00}=\frac{\hbar q}{2}\sqrt{\frac{N}{m_v\varepsilon}} .$$

An antiderivative of the integrand is $\tfrac12\left[y\sqrt{y^2-E}-E\ln\left(y+\sqrt{y^2-E}\right)\right]$, so

$$S(E)=\frac1{E_{00}}\left[\sqrt{V_b(V_b-E)}-E\ln\frac{\sqrt{V_b}+\sqrt{V_b-E}}{\sqrt E}\right].$$

As $E\to0$ this becomes $V_b/E_{00}$. At the Fermi level, with $\mathbf p=0$, $E=\zeta$ and the bracket is

$$0.636-0.0741\times1.77=0.505\ \mathrm{eV}.$$

The values of $E_{00}$ are 124.5 meV for the light (100) valleys, 106.8 meV for (111) and 56.7 meV for the heavy (100) valleys. Dividing gives

$$S_{100,\rm light}=4.06,\qquad S_{111}=4.73,\qquad S_{100,\rm heavy}=8.90 .$$

One light (100) valley therefore transmits $e^{4.73-4.06}\approx1.96$ times as well as one (111) valley. The mass 0.432 would have given $S=1.51\times4.06=6.1$ on (111), and a factor of nearly 8.

## From exponents to contact resistivity

The factor 1.96 compares single valleys at one in-plane wavevector. A contact adds all the valleys and all the occupied wavevectors. At zero temperature and small bias the conductance per area is

$$\frac1{\rho_c}=\frac{2q^2}{h}\sum_v\int\frac{d^2p}{(2\pi)^2}\,e^{-S_v(\zeta-E_\parallel)} .$$

To count the wavevectors, note that $C-B^2/A$ is the minimum of $\mathbf k\cdot M^{-1}\mathbf k$ over $s$. At the minimum, $\mathbf w=M^{-1}\mathbf k$ has no component along $\mathbf n$. The in-plane part of $\mathbf k=M\mathbf w$ then reads $\mathbf p=M_\parallel\mathbf w$, where $M_\parallel$ is the in-plane block of $M$. The minimum value is $\mathbf k\cdot\mathbf w=\mathbf p\cdot\mathbf w$, and so

$$E_\parallel=\frac{\hbar^2}{2}\,\mathbf p\cdot M_\parallel^{-1}\mathbf p .$$

The ellipse $E_\parallel<E'$ has area $2\pi E'\sqrt{\det M_\parallel}/\hbar^2$. The cofactor rule for an inverse matrix gives $\det M_\parallel=A\det M=m_lm_t^2/m_v$. Therefore

$$\frac{d^2p}{(2\pi)^2}\to\frac{m_d}{2\pi\hbar^2}\,dE_\parallel,\qquad m_d=\sqrt{\frac{m_lm_t^2}{m_v}},$$

and, with $E=\zeta-E_\parallel$,

$$\frac1{\rho_c}=\frac{2q^2}{h}\sum_v\frac{m_d}{2\pi\hbar^2}\int_0^\zeta e^{-S_v(E)}\,dE .$$

The mode-counting mass $m_d$ is 0.417 for a light (100) valley and 0.358 for a (111) valley. Four of the former give 1.669, and six of the latter give 2.147. Evaluating the integrals gives

$$\rho_c(100)=4.9\times10^{-8}\ \Omega\,\mathrm{cm^2},\qquad
\rho_c(111)=8.1\times10^{-8}\ \Omega\,\mathrm{cm^2}.$$

Their ratio is 1.64, so the answer to (c) is no. Valley counting reduces 1.96 to $1.96\times1.669/2.147=1.52$. The integral over $E$ brings part of this back: $S$ rises as the normal energy falls, and the difference $S_{111}-S_{100,\rm light}$, being a fixed 17% of $S_{100,\rm light}$, rises with it. The heavy valleys carry 0.11% of the (100) conductance.

The opposite limit is a contact with no barrier, where every transmission is one. The conductances then stand in the ratio of the total mode-counting masses, 2.049 for (100) and 2.147 for (111), and (111) conducts about 5% better. The advantage of (100) comes from tunnelling and shrinks as the barrier becomes transparent.

## How far the numbers can be trusted

The parameters are rough typical values for a silicide on a heavily doped n-type source or drain, and a resistivity of some $10^{-8}\ \Omega\,\mathrm{cm^2}$ is of the order expected there. More heavily doped or lower-barrier contacts reach roughly $10^{-9}\ \Omega\,\mathrm{cm^2}$. Among image force, temperature and nonparabolicity, the image force has the largest effect on $\rho_c$. Its barrier maximum lies only about 0.26 nm from the metal, where a classical image potential with the static permittivity is a rough guide. The peak field is 4.6 MV/cm, and the estimated barrier lowering is 0.24 eV. Including the classical image potential halves the (100) resistivity to $2.3\times10^{-8}\ \Omega\,\mathrm{cm^2}$ and reduces the orientation ratio to 1.46.

Other corrections, each applied alone to the original model, act as follows.

- Occupation at 300 K gives $3.9\times10^{-8}\ \Omega\,\mathrm{cm^2}$ on (100) and a ratio of 1.52.
- Nonparabolicity with a rough coefficient of 0.5 eV$^{-1}$, taken equal for all valleys and applied to the normal motion alone, gives $3.3\times10^{-8}\ \Omega\,\mathrm{cm^2}$ and 1.54.
- Electrons spilling into the foot of the barrier raise the light-valley exponent from 4.06 to 4.28, the (100) resistivity to $6.8\times10^{-8}\ \Omega\,\mathrm{cm^2}$ and the ratio to 1.72.
- Solving the Schrödinger equation at $\mathbf p=0$, for a model metal with mass $m_0$ and 5 eV of normal kinetic energy, gives a light-valley transmission of 0.043, against 0.017 from $e^{-S}$. The ratio of the light (100) to the (111) transmission moves much less, from 1.96 to 2.09; it depends on the assumed metal energy and runs from 1.90 at 1 eV to 2.16 at 10 eV. Using these transmissions at 5 eV for all normal energies gives $2.0\times10^{-8}\ \Omega\,\mathrm{cm^2}$ on (100) and a resistivity ratio of 1.71.

Absolute resistivities are thus uncertain by a factor of three or more. Image force, temperature and nonparabolicity each lower the ratio from 1.64 to about 1.5. Together they give 1.32, with $1.5\times10^{-8}\ \Omega\,\mathrm{cm^2}$ on (100). Electron spill and the Schrödinger transmission raise the ratio instead, to about 1.7. Within this model the ratio therefore lies between about 1.3 and 1.8. The mean donor spacing, 2.15 nm, is close to the depletion width of 2.95 nm, so a uniform donor charge is itself a crude picture. Its effect on $\rho_c$ is not estimated here.

Two conditions could reverse the ordering. The first is the equal barrier. Differentiating the integral for $S$ with respect to its upper limit gives

$$\frac{\partial S}{\partial V_b}=\frac1{E_{00}}\sqrt{\frac{V_b-E}{V_b}}\approx8.8\ \mathrm{eV^{-1}}$$

for (111) at the Fermi level. A barrier lower by about $0.67/8.8\approx0.08$ eV on (111) would cancel the difference in exponents. The resistivities become equal sooner, at about $\ln(1.64)/8.8\approx0.06$ eV, because (111) has the larger total mode-counting mass.

The second is the supply of metal states. The valley centres lie at about 0.85 of the distance from the zone centre to the zone boundary. A free-electron metal needs 3.7 eV of kinetic energy to match the in-plane wavevector of the light (100) valley centres, 2.5 eV for the (111) valleys, and none for the heavy (100) valleys. If its Fermi energy lay between 2.5 and 3.7 eV and no scattering supplied the missing wavevector, the metal would reach the centres of the (111) valleys but not those of the light (100) valleys. The occupied pockets extend around their centres: covering them takes 2.8 to 4.8 eV for a light (100) valley and 1.8 to 3.2 eV for a (111) valley. Keeping only the in-plane wavevectors the metal can supply, (100) is the more resistive face from about 2 eV to slightly above 3.7 eV, and the ratio 1.64 is recovered only near 4.8 eV. A real silicide has its own band structure, which decides this point. The numerical output below lists the values for each valley.

## Calculated quantities

```
m_l, m_t = 0.916, 0.19 m0; eps_r = 11.7
phi_B = 0.60 eV; N = 1.0e+20 cm^-3
(100) masses per axis pair (m0): [0.916 0.19  0.19 ]
(111) masses per axis pair (m0): [0.2582 0.2582 0.2582]
wrong projection n.M.n on (111) = 0.4320 m0
exponent ratio (111)/(100) light = 1.1658
exponent ratio (111)/(100) heavy = 0.5309
zeta at 0 K = 74.1 meV; Vb = 0.6741 eV
depletion width W = 2.953 nm
100 light: E00 = 124.5 meV, Vb/E00 = 5.414
100 light: S at Fermi level = 4.055, exp(-S) = 1.734e-02
100 light: mode-counting mass = 0.4172 m0
111: E00 = 106.8 meV, Vb/E00 = 6.311
111: S at Fermi level = 4.727, exp(-S) = 8.854e-03
111: mode-counting mass = 0.3579 m0
100 heavy: E00 = 56.7 meV, Vb/E00 = 11.887
100 heavy: S at Fermi level = 8.903, exp(-S) = 1.360e-04
100 heavy: mode-counting mass = 0.1900 m0
exp(S111 - S100light) = 1.959
mode mass, 4 light (100) valleys = 1.669 m0
mode mass, all six: (100) 2.049, (111) 2.147 m0
heavy-valley share of (100) conductance = 0.11 %
rho_c model, 0 K: (100) 4.91e-08, (111) 8.07e-08 ohm cm^2
   ratio (111)/(100) = 1.644
rho_c with image force: (100) 2.34e-08, (111) 3.41e-08 ohm cm^2
   ratio (111)/(100) = 1.458
rho_c nonparabolic: (100) 3.29e-08, (111) 5.09e-08 ohm cm^2
   ratio (111)/(100) = 1.544
rho_c at 300 K: (100) 3.93e-08, (111) 5.99e-08 ohm cm^2
   ratio (111)/(100) = 1.522
peak field = 4.57 MV/cm
image lowering estimate = 0.237 eV
nonparabolicity used = 0.5 1/eV
zeta at 300 K = 65.3 meV; kT = 25.9 meV
100 light: S image 3.332, nonparabolic 3.709, tail 4.275
100 light: Schroedinger transmission = 4.306e-02
111: S image 3.884, nonparabolic 4.324, tail 4.984
111: Schroedinger transmission = 2.060e-02
100 heavy: S image 7.316, nonparabolic 8.144, tail 9.387
100 heavy: Schroedinger transmission = 1.926e-04
Schroedinger T ratio 100 light/111 = 2.090
model metal: mass 1 m0, normal energy 5.0 eV
mean donor spacing N^(-1/3) = 2.15 nm
metal energy for in-plane k: (100) light 3.69 eV
   (100) heavy 0.00 eV, (111) 2.46 eV
```
